# Variance and Spectral Corner of a Two-Level Contact Current: test program

```python
# Random telegraph noise of a contact current with two levels.
# Result under test, for memoryless switching:
#   variance = p(1-p) step^2,  p = tau_high/(tau_high+tau_low)
#   S(f) = 4 variance tau / (1+(f/fc)^2), one-sided,
#   1/tau = 1/tau_high + 1/tau_low,  fc = 1/(2 pi tau)
# tau_high, tau_low: mean dwell times (s); step: level difference (nA).
# Currents are in nA, spectral densities in nA^2/Hz, energies in eV.
import numpy as np
from scipy import constants
from scipy.integrate import quad, simpson
from scipy.linalg import expm, null_space
from scipy.optimize import brentq, minimize_scalar
from scipy.signal import welch

tau_high, tau_low = 2e-3, 6e-3
current_low, step = 1000.0, 10.0
current_high = current_low + step

# Derived formulas
p_high = tau_high / (tau_high + tau_low)
variance = p_high * (1 - p_high) * step**2
tau = 1 / (1 / tau_high + 1 / tau_low)
corner = 1 / (2 * np.pi * tau)
plateau = 4 * variance * tau


def lorentzian(f):
    return plateau / (1 + (f / corner)**2)


# Independent road 1: rate matrix, matrix exponential, numerical transform
rates = np.array([[-1 / tau_high, 1 / tau_low],
                  [1 / tau_high, -1 / tau_low]])
stationary = null_space(rates)[:, 0]
stationary = stationary / stationary.sum()
levels = np.array([current_high, current_low])
mean_current = levels @ stationary
variance_matrix = ((levels - mean_current)**2) @ stationary
assert abs(stationary[0] - p_high) < 1e-10
assert abs(variance_matrix / variance - 1) < 1e-9

times = np.linspace(0, 0.04, 4001)
propagator = expm(rates * (times[1] - times[0]))
deviation = levels - mean_current
weighted = deviation * stationary
covariance = np.empty(times.size)
for i in range(times.size):
    covariance[i] = deviation @ weighted
    weighted = propagator @ weighted
assert np.allclose(covariance, variance * np.exp(-times / tau),
                   atol=1e-7 * variance)


def transform(f):
    return 4 * simpson(covariance * np.cos(2 * np.pi * f * times), x=times)


for f in (0.0, 30.0, 106.0, 400.0, 1000.0):
    assert abs(transform(f) / lorentzian(f) - 1) < 1e-4
corner_numeric = brentq(lambda f: transform(f) - transform(0) / 2, 10, 1000)
peak = minimize_scalar(lambda f: -f * transform(f), bounds=(20, 500),
                       method="bounded", options={"xatol": 1e-4}).x
assert abs(corner_numeric / corner - 1) < 1e-4
assert abs(peak / corner - 1) < 1e-3
area_spectrum = quad(lambda u: corner * lorentzian(u * corner), 0, np.inf)[0]
assert abs(area_spectrum / variance - 1) < 1e-7

# Independent road 2: simulated records built from random dwell times
rng = np.random.default_rng(12345)
sample_time, sample_count = 1e-4, 2**22


def simulated_record(shape):
    """Gamma dwell times; shape 1 is the exponential distribution."""
    cycles = 60000
    dwells = np.empty(2 * cycles)
    dwells[0::2] = rng.gamma(shape, tau_high / shape, cycles)
    dwells[1::2] = rng.gamma(shape, tau_low / shape, cycles)
    switches = np.cumsum(dwells)
    sample_times = np.arange(sample_count) * sample_time
    assert switches[-1] > sample_times[-1]
    index = np.searchsorted(switches, sample_times, side="right")
    return current_low + step * (index % 2 == 0)


def band_ratio(freq, density, f_min, f_max):
    band = (freq >= f_min) & (freq <= f_max)
    return density[band].mean() / lorentzian(freq[band]).mean()


bands = ((10, 30), (90, 125), (300, 400))
record = simulated_record(1)
freq, density = welch(record, fs=1 / sample_time, nperseg=4096)
ratios = [band_ratio(freq, density, *b) for b in bands]
variance_simulated = record.var()
# Tolerances are several standard errors of the finite record
assert abs(variance_simulated / variance - 1) < 0.02
assert all(abs(r - 1) < 0.07 for r in ratios)

# Scatter of the variance found from short records
record_length = 10.0
block = int(round(record_length / sample_time))
blocks = sample_count // block
block_variances = record[:blocks * block].reshape(blocks, block).var(axis=1)
scatter_simulated = block_variances.std(ddof=1) / block_variances.mean()
fraction_error = np.sqrt(2 * p_high * (1 - p_high) * tau / record_length)
scatter = abs(1 - 2 * p_high) * fraction_error / (p_high * (1 - p_high))
# About 40 blocks fix a standard deviation only to some 11 percent
assert abs(scatter_simulated / scatter - 1) < 0.45

# Same mean dwells but more regular switching: no longer this Lorentzian
gamma_shape = 4
regular = simulated_record(gamma_shape)
freq, density = welch(regular, fs=1 / sample_time, nperseg=4096)
regular_ratio = band_ratio(freq, density, *bands[0])
assert abs(regular.var() / variance - 1) < 0.02
assert regular_ratio < 0.5

# Rough contact parameters and the size of neglected effects
temperature, barrier, richardson = 300.0, 0.65, 110.0
area_um2, series_ohm = 1.0, 2000.0
thermal = constants.k * temperature / constants.e
saturation = (1e9 * area_um2 * 1e-8 * richardson * temperature**2
              * np.exp(-barrier / thermal))
series = series_ohm * 1e-9  # volts per nA
bias = thermal * np.log(current_low / saturation + 1) + series * current_low
barrier_shift = thermal * np.log(current_high / current_low) + series * step


def diode_current(lowering):
    prefactor = saturation * np.exp(lowering / thermal)
    return brentq(lambda i: i - prefactor
                  * np.expm1((bias - series * i) / thermal), 1, 1e5)


step_solved = diode_current(barrier_shift) - diode_current(0.0)
assert abs(step_solved / step - 1) < 1e-4

shot = 2 * constants.e * 1e9 * (mean_current + 2 * saturation)
flicker_constant = 1e-8
flicker_at_1hz = flicker_constant * mean_current**2


def background(f):
    return shot + flicker_at_1hz / f


cross_low = brentq(lambda f: lorentzian(f) - background(f), 1e-3, 10)
cross_high = brentq(lambda f: lorentzian(f) - background(f), 1e3, 1e7)
bandwidth = 1e4
kept = 1 / (1 + corner / bandwidth)
kept_numeric = quad(lambda u: corner * lorentzian(u * corner)
                    / (1 + (u * corner / bandwidth)**2),
                    0, np.inf, limit=200)[0] / variance
assert abs(kept_numeric / kept - 1) < 1e-6
activation, warm = 0.4, 310.0
speedup = np.exp(activation * constants.e / constants.k
                 * (1 / temperature - 1 / warm))

print(f"Mean dwell, high level: {tau_high*1e3:.1f} ms")
print(f"Mean dwell, low level: {tau_low*1e3:.1f} ms")
print(f"Low level: {current_low:.0f} nA; step: {step:.0f} nA")
print(f"Fraction of time high: {p_high:.4f}")
print(f"Mean current: {mean_current:.2f} nA")
print(f"Variance / step^2: {variance/step**2:.4f}")
print(f"Variance: {variance:.2f} nA^2")
print(f"Rms fluctuation: {np.sqrt(variance):.2f} nA")
print(f"Sum of rates: {1/tau:.2f} 1/s")
print(f"Correlation time: {tau*1e3:.3f} ms")
print(f"Corner, formula: {corner:.2f} Hz")
print(f"Corner, numerical half power: {corner_numeric:.2f} Hz")
print(f"Peak of f*S(f), numerical: {peak:.2f} Hz")
print(f"Full cycles per second: {1/(tau_high+tau_low):.1f} 1/s")
print(f"Plateau S(0): {plateau:.4f} nA^2/Hz")
print(f"S at corner: {lorentzian(corner):.5f} nA^2/Hz")
print(f"Integral of S: {area_spectrum:.4f} nA^2")
print(f"Simulated record length: {sample_count*sample_time:.1f} s")
print(f"Simulated variance / step^2: {variance_simulated/step**2:.4f}")
for b, r in zip(bands, ratios):
    print(f"Simulated S / formula, {b[0]}-{b[1]} Hz: {r:.3f}")
print(f"Gamma dwell shape parameter: {gamma_shape}")
print(f"Gamma dwells, variance / step^2: {regular.var()/step**2:.4f}")
print(f"Gamma dwells, S / Lorentzian, 10-30 Hz: {regular_ratio:.3f}")
print(f"Temperature: {temperature:.0f} K; barrier: {barrier:.2f} eV")
print(f"Richardson constant: {richardson:.0f} A/(cm^2 K^2)")
print(f"Area: {area_um2:.1f} um^2; series: {series_ohm:.0f} ohm")
print(f"Saturation current: {saturation:.2e} nA")
print(f"Forward bias: {bias:.3f} V")
print(f"Equivalent barrier lowering: {barrier_shift*1e3:.3f} meV")
print(f"  part from series resistance: {series*step*1e3:.3f} meV")
print(f"Step from solved diode equation: {step_solved:.3f} nA")
print(f"Shot noise: {shot:.2e} nA^2/Hz")
print(f"Assumed 1/f constant S*f/I^2: {flicker_constant:.0e}")
print(f"1/f noise at 1 Hz: {flicker_at_1hz:.2e} nA^2/Hz")
print(f"Background / S at corner: "
      f"{100*background(corner)/lorentzian(corner):.2f} %")
print(f"Lower crossing with background: {cross_low:.3f} Hz")
print(f"Upper crossing with background: {cross_high/1e3:.1f} kHz")
print(f"Amplifier bandwidth: {bandwidth/1e3:.0f} kHz")
print(f"Variance lost in amplifier: {100*(1-kept):.2f} %")
print(f"Short record length: {record_length:.0f} s")
print(f"Scatter of variance, formula: {100*scatter:.2f} %")
print(f"Scatter of variance, simulated: {100*scatter_simulated:.2f} %")
print(f"Assumed activation energy: {activation:.2f} eV")
print(f"Corner at {warm:.0f} K: {corner*speedup:.1f} Hz")
print(f"Corner ratio, {warm:.0f} K to {temperature:.0f} K: {speedup:.3f}")
print("PASS")
```

Output:

```
Mean dwell, high level: 2.0 ms
Mean dwell, low level: 6.0 ms
Low level: 1000 nA; step: 10 nA
Fraction of time high: 0.2500
Mean current: 1002.50 nA
Variance / step^2: 0.1875
Variance: 18.75 nA^2
Rms fluctuation: 4.33 nA
Sum of rates: 666.67 1/s
Correlation time: 1.500 ms
Corner, formula: 106.10 Hz
Corner, numerical half power: 106.10 Hz
Peak of f*S(f), numerical: 106.10 Hz
Full cycles per second: 125.0 1/s
Plateau S(0): 0.1125 nA^2/Hz
S at corner: 0.05625 nA^2/Hz
Integral of S: 18.7500 nA^2
Simulated record length: 419.4 s
Simulated variance / step^2: 0.1880
Simulated S / formula, 10-30 Hz: 0.993
Simulated S / formula, 90-125 Hz: 1.010
Simulated S / formula, 300-400 Hz: 1.009
Gamma dwell shape parameter: 4
Gamma dwells, variance / step^2: 0.1872
Gamma dwells, S / Lorentzian, 10-30 Hz: 0.277
Temperature: 300 K; barrier: 0.65 eV
Richardson constant: 110 A/(cm^2 K^2)
Area: 1.0 um^2; series: 2000 ohm
Saturation current: 1.19e-03 nA
Forward bias: 0.355 V
Equivalent barrier lowering: 0.277 meV
  part from series resistance: 0.020 meV
Step from solved diode equation: 10.000 nA
Shot noise: 3.21e-07 nA^2/Hz
Assumed 1/f constant S*f/I^2: 1e-08
1/f noise at 1 Hz: 1.01e-02 nA^2/Hz
Background / S at corner: 0.17 %
Lower crossing with background: 0.089 Hz
Upper crossing with background: 49.1 kHz
Amplifier bandwidth: 10 kHz
Variance lost in amplifier: 1.05 %
Short record length: 10 s
Scatter of variance, formula: 2.00 %
Scatter of variance, simulated: 1.90 %
Assumed activation energy: 0.40 eV
Corner at 310 K: 174.8 Hz
Corner ratio, 310 K to 300 K: 1.647
PASS
```
